# P(E) theory of a tunnel junction in an Ohmic environment

## Result

A tunnel junction with capacitance \(C\) and tunnel resistance \(R_T\) is in series with an impedance \(Z(\omega)\) and a voltage source \(V\). Let \(P(E)\) be the probability density that a tunnelling electron gives energy \(E\) to the circuit. To lowest order in tunnelling,

\[
P(E)=\frac1{2\pi\hbar}\int_{-\infty}^{\infty}dt\,e^{J(t)+iEt/\hbar},\qquad P(-E)=e^{-\beta E}P(E),
\]
\[
J(t)=2\int_0^\infty\frac{d\omega}{\omega}\frac{\mathrm{Re}Z_t(\omega)}{R_K}\Big\{\coth\frac{\beta\hbar\omega}2\,[\cos\omega t-1]-i\sin\omega t\Big\},
\]

with \(R_K=h/e^2\), \(\beta=1/k_BT\) and \(Z_t=1/(i\omega C+1/Z)\). For \(Z=R\), put \(\nu=2R/R_K\) and \(\tau=RC\). At \(T=0\) and \(0<E\ll\hbar/\tau\),

\[
P(E)=\frac{e^{-\nu\gamma}}{\Gamma(\nu)}\,\frac1E\Big(\frac{E\tau}{\hbar}\Big)^{\nu}\propto E^{2R/R_K-1},
\]

where \(\gamma\) is Euler's constant. This exponent belongs to \(P(E)\) and to \(d^2I/dV^2\). The conductance \(dI/dV\) goes as \(V^{2R/R_K}\). At \(T>0\) the law is cut off at \(E\sim k_BT\).

Numbers below come from the numerical check. They use model parameters \(R=5\) kΩ, \(C=1\) fF, \(R_T=1\) MΩ. Then \(\nu=0.3874\), \(\tau=5\) ps, \(\hbar/\tau=131.6\) µeV and \(e^2/2C=80.1\) µeV.

## 1. One circuit mode

Let \(U\) be the junction voltage and \(\varphi=(e/\hbar)\int U\,dt\) its phase. With \([\varphi,Q]=ie\), the operator \(e^{-i\varphi}\) lowers the junction charge by \(e\), so it accompanies each forward tunnelling event. Write \(\varphi=eVt/\hbar+\tilde\varphi\), and suppose first that the fluctuation is one oscillator, \(\tilde\varphi=g(a+a^\dagger)\), with frequency \(\Omega\).

The environment enters through \(\langle e^{i\tilde\varphi(t)}e^{-i\tilde\varphi(0)}\rangle\). To evaluate it, take \(X=xa+ya^\dagger\) and \(f(\lambda)=\langle e^{\lambda X}\rangle\) in a thermal state \(\rho\), with \(n=1/(e^{b}-1)\) and \(b=\beta\hbar\Omega\). From \(\rho a=e^{b}a\rho\) and \(e^{\lambda X}a=(a-\lambda y)e^{\lambda X}\),

\[
\langle ae^{\lambda X}\rangle=e^b\big(\langle ae^{\lambda X}\rangle-\lambda yf\big)\ \Rightarrow\ \langle ae^{\lambda X}\rangle=\lambda y(n+1)f .
\]

Likewise \(\langle a^\dagger e^{\lambda X}\rangle=\lambda xnf\). Hence \(f'=\lambda xy(2n+1)f=\lambda\langle X^2\rangle f\), and

\[
\langle e^X\rangle=e^{\langle X^2\rangle/2}.
\]

For \(A=i\tilde\varphi(t)\) and \(B=-i\tilde\varphi(0)\) the commutator is a number, so \(e^Ae^B=e^{A+B}e^{[A,B]/2}\). The exponent of the average is

\[
\tfrac12\langle(A+B)^2\rangle+\tfrac12[A,B]=\tfrac12\langle A^2\rangle+\tfrac12\langle B^2\rangle+\langle AB\rangle
=\langle\tilde\varphi(t)\tilde\varphi(0)\rangle-\langle\tilde\varphi^2\rangle\equiv J(t).
\]

For this mode,

\[
J=g^2\big[(n+1)e^{-i\Omega t}+ne^{i\Omega t}-(2n+1)\big]
=g^2\Big\{\coth\frac b2[\cos\Omega t-1]-i\sin\Omega t\Big\}.
\]

**Limit.** At \(T=0\), \(J=g^2(e^{-i\Omega t}-1)\). Expanding \(e^J\) and transforming gives

\[
P(E)=e^{-g^2}\sum_{k\ge0}\frac{g^{2k}}{k!}\,\delta(E-k\hbar\Omega).
\]

The electron emits a Poisson-distributed number of photons, and positive \(E\) is energy given to the circuit. For \(g\to0\), \(P=\delta(E)\).

## 2. Adding the electrons

Assume normal leads with flat densities of states and constant tunnelling amplitudes. The forward part of the tunnelling Hamiltonian is \(A_T=\sum T_{kq}c^\dagger_qc_ke^{-i\varphi}\). The environment is assumed to return to equilibrium between events. The second-order rate is then

\[
\Gamma(V)=\frac1{\hbar^2}\int dt\,\langle A_T^\dagger(t)A_T(0)\rangle
=\frac{2\pi}\hbar\sum|T_{kq}|^2f(\epsilon_k)[1-f(\epsilon_q)]\,P(\epsilon_k-\epsilon_q+eV).
\]

The lead operators supply the phase \(e^{i(\epsilon_k-\epsilon_q)t/\hbar}\), the source supplies \(e^{ieVt/\hbar}\), and the time integral of the remainder is \(2\pi\hbar P\). Replace the sums by energy integrals and collect the constants in \(1/(e^2R_T)\). With \(w=\epsilon_q-\epsilon_k\), the identity

\[
f(x)[1-f(x+w)]=\frac{f(x)-f(x+w)}{1-e^{-\beta w}},\qquad \int dx\,[f(x)-f(x+w)]=w
\]

gives

\[
\Gamma(V)=\frac1{e^2R_T}\int dE\,P(eV-E)\frac{E}{1-e^{-\beta E}},\qquad I=e[\Gamma(V)-\Gamma(-V)] .
\]

**Limit.** For \(P=\delta(E)\), the relation \(1/(1-e^{-x})+1/(1-e^{x})=1\) gives \(I=V/R_T\). This confirms the meaning of \(R_T\). The treatment assumes weak tunnelling throughout: \(R_T\gg R_K\), and \(R_T\) large compared with the series impedance, so that the junction loads the circuit only slightly. The environment relaxes between events only if the mean time between them, \(1/[\Gamma(V)+\Gamma(-V)]\), is also much longer than its relaxation time, which is \(RC\) for a resistor. For \(eV\gg k_BT\) backward events are rare and the mean time is \(e/I\), so this condition limits the bias.

## 3. Many modes and the influence functional

For independent modes the averages multiply, so their \(J\)'s add. The same algebra gives the influence functional of any linear environment. Let sources \(\eta_+\) and \(\eta_-\) act on the forward and backward branches:

\[
F=\Big\langle\tilde{\mathcal T}e^{-i\int\eta_-\tilde\varphi}\;\mathcal Te^{i\int\eta_+\tilde\varphi}\Big\rangle .
\]

Repeating the step of section 1 for a product of exponentials of linear operators gives

\[
\Big\langle\prod_je^{X_j}\Big\rangle=\exp\Big[\tfrac12\sum_j\langle X_j^2\rangle+\sum_{j\text{ left of }k}\langle X_jX_k\rangle\Big].
\]

On the forward branch later times stand to the left; on the backward branch earlier times do, and the whole backward branch stands left of the forward one. With \(C_\varphi(t)=\langle\tilde\varphi(t)\tilde\varphi(0)\rangle\) and \(C_\varphi(-t)=C_\varphi^*(t)\), the three groups of pairs combine into

\[
\ln F=-\int ds\int_{-\infty}^{s}ds'\,[\eta_+-\eta_-](s)\big[C_\varphi(s-s')\eta_+(s')-C_\varphi^*(s-s')\eta_-(s')\big].
\]

**Limit.** Tunnelling kicks each branch once: \(\eta_+(s)=-\delta(s)\), \(\eta_-(s)=-\delta(s-t)\). For \(t>0\) the cross term gives \(+C_\varphi(t)\). The two equal-time terms, each with half weight, give \(-C_\varphi(0)\). The sum is \(J(t)\), so \(e^{J(t)}\) is the influence functional of one tunnelling event. The two phase factors, \(e^{i\tilde\varphi(t)}\) and \(e^{-i\tilde\varphi(0)}\), have exponents of opposite sign, which leaves only a difference of correlators. That difference stays finite for a resistor even though \(\langle\tilde\varphi^2\rangle\) diverges at low frequency.

## 4. From modes to the impedance

Count any capacitance directly across the terminals of \(Z\) as part of \(C\). The remaining passive linear impedance can be represented by series \(L_nC_n\) branches in parallel, with \(C_n\to\infty\) for a purely inductive branch:

\[
H=\frac{Q^2}{2C}+\sum_n\Big[\frac{q_n^2}{2C_n}+\Big(\frac\hbar e\Big)^2\frac{(\tilde\varphi-\varphi_n)^2}{2L_n}\Big].
\]

Its normal modes give \(\tilde\varphi=\sum_jg_j(a_j+a_j^\dagger)\). The weights \(g_j^2\) follow from the linear response. A current \(I_x\) injected at the junction adds \(-(\hbar/e)\tilde\varphi I_x\) to \(H\). For \(X_j=a_j+a_j^\dagger\) the Heisenberg equations give

\[
\ddot X_j=-\omega_j^2X_j+2\omega_jg_jI_x/e .
\]

With time dependence \(e^{i\omega t}\), the voltage is \((\hbar/e)\,i\omega\,\tilde\varphi\). The injected current sees \(C\) in parallel with \(Z\), because the source is a short circuit for fluctuations. Therefore

\[
Z_t(\omega)=\frac{\hbar}{e^2}\sum_j\frac{2i\omega\,\omega_jg_j^2}{\omega_j^2-(\omega-i0)^2},
\qquad
\mathrm{Re}Z_t=\frac{\pi\hbar}{e^2}\,\omega\sum_jg_j^2\,\delta(\omega-\omega_j)\quad(\omega>0).
\]

The second form uses \(1/(x+i0)\to-i\pi\delta(x)\) and \(\delta(\omega_j^2-\omega^2)=\delta(\omega-\omega_j)/2\omega_j\). Since \(R_K=2\pi\hbar/e^2\),

\[
\sum_jg_j^2\delta(\omega-\omega_j)=\frac{2}{\omega}\frac{\mathrm{Re}Z_t(\omega)}{R_K},
\]

which turns the mode sum into the stated \(J(t)\). A finite set of branches also has one free mode of capacitance \(C+\sum C_n\). For a resistor with branch spacing \(\Delta\omega\), \(L_n=\pi R/2\Delta\omega\) and \(C_n=1/(L_nn^2\Delta\omega^2)\), so \(\sum C_n\propto1/\Delta\omega\) and the free mode drops out in the continuum.

As a test, a circuit with many branches was diagonalized. At the three times compared, the largest difference between its \(J\) and the impedance formula is \(5.1\times10^{-5}\).

**Limit.** For a resistor, \(\int_0^\infty\mathrm{Re}Z_t\,d\omega=\int_0^\infty R\,d\omega/(1+\omega^2\tau^2)=\pi/2C\). As \(R\to\infty\) this weight collapses to \(\omega=0\). At \(T=0\) then \(J\to-i\pi t/(CR_K)=-i(e^2/2C)t/\hbar\), and \(P=\delta(E-e^2/2C)\). Each electron must pay the full charging energy, which is Coulomb blockade.

## 5. Detailed balance and mean energy

Let \(n_\omega=1/(e^{\beta\hbar\omega}-1)\). The time-dependent bracket in \(J\) is \((n_\omega+1)e^{-i\omega t}+n_\omega e^{i\omega t}\), which converges for \(-\hbar\beta<\mathrm{Im}\,t<0\). Put \(t=s-i\hbar\beta/2\). Both coefficients become \(1/[2\sinh(\beta\hbar\omega/2)]\), so

\[
J(s-\tfrac{i\hbar\beta}2)=2\int_0^\infty\frac{d\omega}\omega\frac{\mathrm{Re}Z_t}{R_K}\Big[\frac{\cos\omega s}{\sinh(\beta\hbar\omega/2)}-\coth\frac{\beta\hbar\omega}2\Big].
\]

This is real and even in \(s\). For \(R>0\) and \(T>0\), \(e^J\) decays at large \(|s|\), so the contour can be moved:

\[
P(E)=e^{\beta E/2}\,\frac1{2\pi\hbar}\int ds\,e^{iEs/\hbar}e^{J(s-i\hbar\beta/2)} .
\]

The integral is even in \(E\), hence \(P(-E)=e^{-\beta E}P(E)\). Taking energy from the circuit is suppressed by a Boltzmann factor.

The test used the unshifted real-time integral, where this symmetry is not built in. At 50 mK, \(k_BT=4.309\) µeV, and both \(P(-10\,\text{µeV})/P(10\,\text{µeV})\) and \(e^{-10/4.309}\) are 0.0982.

Next, invert the transform: \(e^{J(t)}=\int P\,e^{-iEt/\hbar}dE\). At \(t=0\) this gives \(\int P\,dE=1\). Its first derivative gives \(J'(0)=-(i/\hbar)\int EP\,dE\). The cosine part of \(J\) vanishes faster than \(t\) whenever \(\int\mathrm{Re}Z_t\,d\omega\) converges (for a resistor it is of order \(t^2\ln t\)), so it does not contribute. Section 4 gave \(\int_0^\infty\mathrm{Re}Z_t\,d\omega=\pi/2C\) for a resistor. The same value holds for any \(Z\) whose \(Z_t\) has no pole on the real axis: \(Z_t\) is analytic in the lower half plane and tends to \(1/i\omega C\) at high frequency, so closing the contour there gives \(\int_{-\infty}^\infty Z_t\,d\omega=\pi/C\). Hence

\[
\int EP\,dE=2\hbar\int_0^\infty\frac{\mathrm{Re}Z_t}{R_K}d\omega=\frac{\pi\hbar}{CR_K}=\frac{e^2}{2C}.
\]

The capacitance fixes the mean energy; the low-energy exponent will depend on the resistance.

## 6. The resistor at long times

Now \(\mathrm{Re}Z_t/R_K=(\nu/2)r(\omega)\) with \(r=1/(1+\omega^2\tau^2)\). For \(t\gg\tau\) there are three pieces.

The sine integral is \(\int_0^\infty d\omega\,r\sin\omega t/\omega=\frac\pi2(1-e^{-t/\tau})\to\frac\pi2\).

For the \(T=0\) cosine part, compare \(r\) with a sharp cutoff at \(1/\tau\). The two are equivalent here because

\[
\int_0^\infty\frac{d\omega}\omega[r(\omega)-\theta(1-\omega\tau)]=-\tfrac12\ln2+\tfrac12\ln2=0,
\]

and the same integral with an added \(\cos\omega t\) vanishes at long times through rapid oscillation. The sharp cutoff gives

\[
\int_0^{1/\tau}\frac{1-\cos\omega t}\omega\,d\omega\to\ln\frac t\tau+\gamma .
\]

For the thermal part, \(\coth(\beta\hbar\omega/2)-1=2\sum_{m\ge1}e^{-m\beta\hbar\omega}\). If \(k_BT\ll\hbar/\tau\), then \(r\simeq1\) where this matters, and

\[
2\sum_m\int_0^\infty\frac{d\omega}\omega e^{-m\beta\hbar\omega}(1-\cos\omega t)=\sum_m\ln\Big(1+\frac{t^2}{m^2\hbar^2\beta^2}\Big)=\ln\frac{\sinh(\pi t/\hbar\beta)}{\pi t/\hbar\beta}.
\]

The last equality is the product formula for \(\sinh\). Adding the pieces,

\[
J(t)\simeq-\nu\Big\{\ln\Big[\frac{\hbar\beta}{\pi\tau}\sinh\frac{\pi t}{\hbar\beta}\Big]+\gamma+\frac{i\pi}2\Big\}.
\]

At \(t=20\tau\) and 50 mK the full integral gives \(-1.6250-0.6085i\), and this form gives \(-1.6267-0.6085i\).

## 7. The power law

On the shifted contour the \(s\)-dependent part of \(J\) contains \(1/\sinh(\beta\hbar\omega/2)\). This restricts it to \(\hbar\omega\lesssim k_BT\ll\hbar/\tau\), where \(r\simeq1\), and the remaining constant is fixed by the long-time form at large \(|s|\). That form therefore applies along the whole contour, including \(s=0\). Since \(i\sinh(x-i\pi/2)=\cosh x\),

\[
e^{J}=e^{-\nu\gamma}\Big(\frac{\pi\tau}{\hbar\beta}\Big)^\nu\cosh^{-\nu}\frac{\pi s}{\hbar\beta}.
\]

Let \(x=2\pi s/\hbar\beta\) and \(y=\beta E/2\pi\). With \(2\cosh(x/2)=e^{-x/2}(1+e^x)\) and \(u=e^x\),

\[
\int dx\,\frac{e^{iyx}}{[2\cosh(x/2)]^{\nu}}=\int_0^\infty du\,\frac{u^{\nu/2+iy-1}}{(1+u)^\nu}=\frac{|\Gamma(\nu/2+iy)|^2}{\Gamma(\nu)} .
\]

Including \(ds=(\hbar\beta/2\pi)dx\), for \(|E|,k_BT\ll\hbar/\tau\)

\[
P(E)=e^{\beta E/2-\nu\gamma}\Big(\frac{2\pi\tau}{\hbar\beta}\Big)^\nu\frac\beta{4\pi^2}\frac{|\Gamma(\nu/2+i\beta E/2\pi)|^2}{\Gamma(\nu)} .
\]

At \(E=0\) and 50 mK this gives 25.06 meV⁻¹; the direct transform gives 25.07. The \(T=0\) divergence has become a finite peak. Its maximum is not at \(E=0\): the Gamma factor is even in \(E\), so \(d\ln P/dE=\beta/2>0\) there, and the maximum lies at a positive energy, near \(0.4\,k_BT\) for these parameters.

**Limit.** For \(k_BT\ll E\ll\hbar/\tau\), Stirling's formula gives \(|\Gamma(\nu/2+iy)|^2\to2\pi y^{\nu-1}e^{-\pi y}\), and \(e^{-\pi y}=e^{-\beta E/2}\) cancels the prefactor. The powers of \(\beta\) cancel as well, leaving the \(T=0\) law stated at the start. For \(\nu<1\) it is an integrable divergence, for \(\nu=1\) it is constant, and for \(\nu>1\) it vanishes at \(E=0\).

At 10 µeV, \(E\tau/\hbar=10/131.64=0.0760\), \((E\tau/\hbar)^\nu=0.368\), \(e^{-\nu\gamma}=0.800\) and \(\Gamma(\nu)=2.29\). So \(P=0.800\times0.368/(2.29\times0.010\text{ meV})=12.9\) meV⁻¹.

The independent value is 12.8 meV⁻¹. It comes from composing the Poisson photon emission of section 1 over a dense set of modes, with no long-time approximation. For \(\nu=0.2\), 1 and 1.6 the photon-emission result was compared with the power law times the correction factor of section 8; at \(E\tau/\hbar=0.04\) and 0.08 they agree within 0.4%.

## 8. Where the power law stops

At \(T=0\), \(J'(t)=-2i\int_0^\infty d\omega\,(\mathrm{Re}Z_t/R_K)e^{-i\omega t}\). Insert \(e^J=\int P\,e^{-iEt/\hbar}dE\) into \((e^J)'=J'e^J\) and compare equal frequencies:

\[
E\,P(E)=2\int_0^EdE'\,\frac{\mathrm{Re}Z_t((E-E')/\hbar)}{R_K}P(E').
\]

Measure energy in \(\hbar/\tau\), use \(r\simeq1-\omega^2\), and try \(P=AE^{\nu-1}(1+cE^2)\). The leading terms agree. The terms in \(E^{\nu+2}\) require

\[
c=\frac{\nu c}{\nu+2}-\frac{2}{(\nu+1)(\nu+2)}\ \Rightarrow\ c=-\frac1{1+\nu}.
\]

The power law therefore acquires the factor \(1-(E\tau/\hbar)^2/(1+\nu)\). At 50 µeV the bare law is 10% above the photon-emission result; with this factor the error is 1%.

**Opposite limit.** For \(E\) much larger than both \(\hbar/\tau\) and \(e^2/2C\), most of \(P(E')\) lies at \(E'\ll E\). Its normalization then gives \(P\simeq\nu(\hbar/\tau)^2/E^3\), the emission of one energetic photon. The approach is slow: the mean of \(E'\) adds a relative \(2(e^2/2C)/E\) and the region \(E'\approx E\) adds \((e^2/2C)/E\), so the leading relative correction is \(+3(e^2/2C)/E\).

## 9. Current

At \(T=0\) the rate formula becomes

\[
I=\frac1{eR_T}\int_0^{eV}(eV-E)P(E)\,dE,\qquad \frac{dI}{dV}=\frac1{R_T}\int_0^{eV}P\,dE,\qquad \frac{d^2I}{dV^2}=\frac e{R_T}P(eV).
\]

At low bias this gives

\[
R_T\frac{dI}{dV}=\frac{e^{-\nu\gamma}}{\Gamma(1+\nu)}\Big(\frac{eV\tau}\hbar\Big)^{\nu}.
\]

At 10 µV the right side is 0.332, and \(I=(V/R_T)\times0.332/(1+\nu)=2.39\) pA, against 10 pA without an environment. The photon-emission calculation also gives 2.39 pA.

At high bias, still to lowest order in \(1/R_T\), normalization and the mean energy give \(I\to(V-e/2C)/R_T\). At 10 mV and 50 mK the computed offset is 79.8 µV, near \(e/2C=80.1\) µV. The \(T=0\) tail of section 8 predicts a shortfall \(\int_{eV}^\infty(E-eV)P\,dE/e\simeq\nu(\hbar/\tau)^2/(2e^2V)=0.34\) µV, which accounts for the difference. These numbers test the lowest-order formula and do not describe a complete device. At 10 mV the series resistor drops a further \(IR\approx50\) µV, which lowest order leaves out, and \(e/I\approx16\) ps is only about three times \(\tau\).

At finite temperature, the factor \(w/(1-e^{-\beta w})\) equals \(\beta^{-1}e^{\beta w/2}|\Gamma(1+i\beta w/2\pi)|^2\). By the integral of section 7 with \(\nu=2\), the factor \(|\Gamma(1+i\beta w/2\pi)|^2\) is the transform of \([2\cosh(x/2)]^{-2}\). In the convolution for \(\Gamma(V)\) the exponentials combine to \(e^{\beta(eV-w)/2}e^{\beta w/2}=e^{\beta eV/2}\), which does not depend on \(w\). The convolution of the remaining factors multiplies the two \(x\)-functions, so \(\nu\) becomes \(\nu+2\) in the hyperbolic cosine. Detailed balance gives \(\Gamma(-V)=e^{-\beta eV}\Gamma(V)\), and for \(eV,k_BT\ll\hbar/\tau\)

\[
I=\frac{2\sinh(\beta eV/2)}{eR_T\,\beta}\,e^{-\nu\gamma}\Big(\frac{2\pi\tau}{\hbar\beta}\Big)^\nu\frac{|\Gamma(1+\nu/2+i\beta eV/2\pi)|^2}{\Gamma(2+\nu)} .
\]

Letting \(V\to0\) gives the linear conductance

\[
R_TG=e^{-\nu\gamma}\Big(\frac{2\pi k_BT\tau}\hbar\Big)^\nu\frac{\Gamma(1+\nu/2)^2}{\Gamma(2+\nu)} .
\]

For \(\nu\to0\) it returns \(G=1/R_T\).

| \(T\) (mK) | \(R_TG\), direct transform | \(R_TG\), formula |
|---|---|---|
| 25 | 0.2274 | 0.2275 |
| 50 | 0.2971 | 0.2976 |
| 100 | 0.3870 | 0.3893 |

The relative error grows by a factor 3.96 from 25 to 50 mK, consistent with a correction proportional to \(T^2\).

## 10. Other impedances

Suppose \(\mathrm{Re}Z_t(0)=R\) is finite and positive, with a smooth approach to that value. Section 6 used the shape of \(r=\mathrm{Re}Z_t/R\) only to fix the cutoff. The \(T=0\) law keeps its exponent, and \(\tau\) is replaced by \(\tau_*\), defined by

\[
\int_0^\infty\frac{d\omega}\omega\Big[\frac{\mathrm{Re}Z_t(\omega)}R-\theta(1-\omega\tau_*)\Big]=0 .
\]

Adding an inductance \(L=R\tau\) in series with the resistor gives \(\tau_*=0.546\,\tau\). This multiplies the low-energy \(P\) by \(0.546^{\nu}=0.791\), which the photon-emission test confirms at 2.5 and 5 µeV.

The exponent therefore measures the dissipation at zero frequency. If \(\mathrm{Re}Z_t(0)=0\), as for a finite set of discrete modes at nonzero frequencies, the logarithm in \(J\) is absent and this power law does not arise.

## Calculated quantities

```
R = 5000 ohm, C = 1.0 fF, R_T = 1.0 Mohm
R_K = 25812.807 ohm, R/R_K = 0.19370
nu = 2R/R_K = 0.38740, exponent of P: nu-1 = -0.61260
tau = RC = 5.000 ps, hbar/tau = 131.642 micro-eV
charging energy e^2/2C = 80.109 micro-eV
k_B T at 50 mK = 4.3087 micro-eV
J(t), largest |circuit - formula| = 5.1e-05
J at t = 20.001 tau, 50 mK: -1.62503-0.60853j
  its long-time form: -1.62668-0.60853j
T = 0: E (micro-eV), P ladder (1/meV), P power law (1/meV)
    2    34.3903    34.4471
    5    19.6185    19.6506
   10    12.7948    12.8519
   20     8.2667     8.4054
   50     4.3452     4.7949
log slope of ladder P from 2 to 4 micro-eV = -0.6122
power law error at 50 micro-eV = 10.35 percent
  with first correction = 1.12 percent
added L = R tau: tau_star/tau = 0.54629
  factor on P at low energy = 0.79118
50 mK: E (micro-eV), P transform (1/meV), P closed form (1/meV)
  -10     1.4243     1.4298
    0    25.0668    25.0613
   10    14.5058    14.5627
P(-10)/P(10) = 0.098185
exp(-10 micro-eV/k_B T) = 0.098185
largest detailed-balance error, 5-40 micro-eV = 5.7e-12
mean energy from P at 50 mK = 79.981 micro-eV
current offset V - I R_T at 10 mV = 79.768 microvolt
T = 0, V = 10 microvolt: R_T dI/dV = 0.33158 (ladder)
  R_T dI/dV = 0.33174 (power law)
  I = 2.3921 pA (ladder), 2.3911 pA (law)
50 mK, V = 10 microvolt: I = 3.1098 pA (transform)
  I = 3.1153 pA (closed form)
  V/R_T without environment = 10.0000 pA
  backward/forward rate = 0.098185
linear conductance R_T G: T (mK), transform, closed form
   25  0.22742  0.22750
   50  0.29714  0.29758
  100  0.38701  0.38925
error ratio 50 mK / 25 mK = 3.962
```
